# Efficiency and compatibility of segmented thermoelectric legs by the reduced-current method

A model thermoelectric leg working between 800 K and 400 K converts 9.06 % of its heat input into electrical power. A second material, working between 1100 K and 800 K, converts 2.65 %. If each kept its own efficiency when the two were stacked, the heat rejected by the hot one would feed the cold one, and the pair would reach

$$1-(1-0.0265)(1-0.0906)=0.115 .$$

The stacked leg, with its current optimized, reaches 8.34 %. Adding 300 K at the hot end has lowered the efficiency. The materials share one current, and that current suits neither.

## One equation for the leg

Take a p-type leg in steady state, with one-dimensional flow, insulated sides and ideal contacts. Position $x$ runs from the hot end to the cold end, so $T'=dT/dx<0$, while the current density $J$ is positive. The Seebeck coefficient $\alpha$, resistivity $\rho$ and thermal conductivity $\kappa$ are positive functions of $T$. The heat flux and energy balance are

$$q=\alpha TJ-\kappa T',\qquad q'=J(\alpha T'+\rho J).$$

The bracket is the electric field; times $J$, it is the electrical power exchanged per volume. Define the reduced current $u$ and the heat flux per unit current $\Phi$:

$$u=-\frac{J}{\kappa T'}>0,\qquad \Phi=\frac qJ=\alpha T+\frac1u .$$

Since $J$ is the same at every $x$, the balance reads $\Phi'=\alpha T'+\rho J$. Dividing by $T'$ and using $J/T'=-\kappa u$ gives

$$\frac{d\Phi}{dT}=\alpha-\rho\kappa u,\qquad u=\frac1{\Phi-\alpha T}. \tag{1}$$

Inserting $\Phi=\alpha T+1/u$ on the left gives

$$\alpha+T\frac{d\alpha}{dT}-\frac1{u^2}\frac{du}{dT}=\alpha-\rho\kappa u .$$

Cancelling $\alpha$ and multiplying by $-u^2$ yields the Snyder–Ursell equation,

$$\frac{du}{dT}=\rho\kappa u^3+u^2T\frac{d\alpha}{dT}.$$

Form (1) is easier to integrate. It needs no derivative of $\alpha$, and $\Phi$ is continuous at a junction because $q$ and $J$ are. The reduced current itself jumps there if $\alpha$ does.

The electrical output per area is $q_h-q_c=J(\Phi_h-\Phi_c)$, with $h$ and $c$ marking the hot and cold ends. Hence

$$\eta=1-\frac{\Phi_c}{\Phi_h}. \tag{2}$$

The leg length has dropped out. For an n-type leg, $\alpha$, $u$ and $\Phi$ change sign together.

## Two steps by hand

The properties vary linearly with $T$ within each segment. Their end values are:

| place | $\alpha$ (µV/K) | $\rho$ (µΩ m) | $\kappa$ (W/m/K) |
|---|---|---|---|
| hot segment, 1100 K | 239 | 29 | 4.25 |
| hot segment, 800 K | 200 | 23 | 4.4 |
| cold segment, 800 K | 220 | 19.8 | 1.5 |
| cold segment, 400 K | 140 | 11 | 1.7 |

Guess $\Phi_h=0.92$ V and cross each segment in one step: use the starting slope to predict the far end, then average the slopes at the two ends.

At 1100 K, $\alpha T=0.2629$ V, so $u=1/0.6571=1.522$ V⁻¹. The product $\rho\kappa$ is $123.25\times10^{-6}$ V²/K, and the slope is $239-123.25\times1.522=51.4$ µV/K. Over 300 K this predicts $\Phi=0.9046$ V at 800 K. There $u=1/(0.9046-0.160)=1.343$ V⁻¹, and the slope is $200-101.2\times1.343=64.1$ µV/K. The mean slope, 57.8 µV/K, gives

$$\Phi_{800}=0.9200-0.0173=0.9027\ \text{V}.$$

This value carries over to the cold segment, where $u=1/(0.9027-0.176)=1.376$ V⁻¹ and the slope is $220-29.7\times1.376=179.1$ µV/K. The prediction at 400 K is 0.8310 V, so $u=1.290$ V⁻¹ and the slope there is $140-18.7\times1.290=115.9$ µV/K. With the mean slope of 147.5 µV/K,

$$\Phi_c=0.9027-0.0590=0.8437\ \text{V},\qquad \eta=1-\frac{0.8437}{0.92}=8.3\,\% .$$

Repeating the two steps from other starting values gives:

| $\Phi_h$ (V) | $\Phi_{800}$ (V) | $\Phi_c$ (V) | $\eta$ |
|---|---|---|---|
| 0.70 | 0.704 | 0.650 | 7.2 % |
| 0.92 | 0.903 | 0.844 | 8.3 % |
| 1.20 | 1.169 | 1.107 | 7.8 % |

A small $\Phi_h$ means a large current. In the first row $\Phi$ rises across the hot segment as the heat passes through, so that segment consumes electrical power. In the last row both segments generate, but the current is small and much heat is conducted past without doing work.

## The exact condition for the best current

Efficiency has become a function of one number, $\Phi_h$. Perturb a solution by $\delta\Phi$ at fixed temperatures. From (1), $\delta u=-u^2\delta\Phi$, so

$$\frac{d\,\delta\Phi}{dT}=\rho\kappa u^2\,\delta\Phi,\qquad \frac{d\Phi_c}{d\Phi_h}=e^{-K},\qquad K=\int_{T_c}^{T_h}\rho\kappa u^2\,dT. \tag{3}$$

Errors therefore shrink when the integration runs from hot to cold. Maximizing $\eta$ means minimizing $R=\Phi_c/\Phi_h$. Differentiation gives $\Phi_h\,dR/d\Phi_h=e^{-K}-R$, which vanishes when

$$F\equiv K+\ln\frac{\Phi_c}{\Phi_h}=0. \tag{4}$$

This root is unique. Raising $\Phi_h$ raises $\Phi$ and lowers $u$ at every temperature, so $K$ falls and $e^{-K}$ rises. Differentiating again where $dR/d\Phi_h=0$ gives $\Phi_h\,d^2R/d\Phi_h^2=d(e^{-K})/d\Phi_h>0$. Every stationary point is thus a minimum of $R$, and two minima would need a maximum between them.

A root also exists. For very large $\Phi_h$, $K$ falls as $1/\Phi_h^2$ but $-\ln R$ only as $1/\Phi_h$, so $F<0$. At the other limit, $w=1/u$ tends to zero at the top of a segment, at temperature $T_0$. Just below it $w^2\approx2\rho\kappa(T_0-T)$, so $\int\rho\kappa\,dT/w^2$ diverges logarithmically and $F>0$.

In the hand calculation, estimating $K$ from the mean of the end values in each segment gives $F=0.105$, $0.001$ and $-0.036$ for the three rows. The middle guess was close to the optimum.

**Constant properties.** Here (4) can be replaced by a closed formula. With $w=1/u$, the reduced-current equation becomes $d(w^2)/dT=-2\rho\kappa$. Let $\Delta T=T_h-T_c$ and $\bar w=(w_h+w_c)/2$. Then $w_c^2-w_h^2=2\rho\kappa\Delta T$ gives $w_c-w_h=\rho\kappa\Delta T/\bar w$ and $w_h=\bar w-\rho\kappa\Delta T/(2\bar w)$. Write $\bar w=(1+\mu)\rho\kappa/\alpha$ and $z=\alpha^2/(\rho\kappa)$. Equation (2) becomes

$$\eta=\frac{\alpha\Delta T-(w_c-w_h)}{\alpha T_h+w_h}
=\frac{\mu\,\Delta T}{(1+\mu)T_h+(1+\mu)^2/z-\Delta T/2}.$$

With $\bar T=(T_h+T_c)/2$, the denominator divided by $\mu$ is

$$\frac{\bar T+1/z}{\mu}+T_h+\frac2z+\frac{\mu}{z}.$$

It is smallest at $\mu=M=\sqrt{1+z\bar T}$, where it equals $T_h+2(1+M)/z$. Since $1/z=\bar T/(M^2-1)$, this is $T_h+(T_h+T_c)/(M-1)$, and

$$\eta_{\max}=\frac{\Delta T\,(M-1)}{M T_h+T_c}.$$

For $\alpha=180$ µV/K, $\rho=15$ µΩ m and $\kappa=1.6$ W/m/K between 800 K and 400 K, $z\bar T=0.81$, $M=1.345$ and $\eta_{\max}=9.36\,\%$.

## What a wrong current costs

Equation (1) also gives the efficiency of a thin slice. Write $d\ln\Phi/dT=\eta_r/T$, where

$$\eta_r=\frac{T(\alpha-\rho\kappa u)}{\alpha T+1/u}$$

is the slice's efficiency divided by its Carnot value $dT/T$. Let $a=u\alpha T$ and $m=\sqrt{1+zT}$. Since $\rho\kappa u/\alpha=a/(zT)=a/(m^2-1)$,

$$\eta_r=\frac{a(m^2-1-a)}{(m^2-1)(1+a)}.$$

Subtract this from the candidate maximum $(m-1)/(m+1)=(m-1)^2/(m^2-1)$. Over the common denominator $(m^2-1)(1+a)$, the numerator is

$$(m-1)^2(1+a)-a(m^2-1)+a^2=(m-1)^2-2a(m-1)+a^2=[a-(m-1)]^2,$$

because $(m-1)^2-(m^2-1)=-2(m-1)$. The maximum is therefore reached at $a=m-1$, that is, at $u=s$ with

$$s=\frac{m-1}{\alpha T},$$

the compatibility factor. With $y=u/s$, so that $a=y(m-1)$,

$$\eta_r=\frac{m-1}{m+1}\left[1-\frac{(y-1)^2}{1+y(m-1)}\right]. \tag{5}$$

The bracket vanishes at $y=m+1$; beyond that the slice consumes power. Integrating $d\ln\Phi=\eta_r\,dT/T$ along the leg, and calling $\eta_{\rm id}$ the value obtained with $y=1$ throughout, gives

$$\ln\frac{1-\eta}{1-\eta_{\rm id}}=\int_{T_c}^{T_h}\frac{m-1}{m+1}\,\frac{(y-1)^2}{1+y(m-1)}\,\frac{dT}{T}\ \ge 0. \tag{6}$$

Condition (4) shows how the best current distributes this loss. Using $\rho\kappa u^2=a^2/[(m^2-1)T]$ and $\ln(\Phi_c/\Phi_h)=-\int\eta_r\,dT/T$,

$$F=\int_{T_c}^{T_h}\frac{a\,[(1+a)^2-m^2]}{(m^2-1)(1+a)}\,\frac{dT}{T}=0 .$$

The integrand has the sign of $u-s$. Unless $u=s$ throughout, the optimum drives part of the leg above its own best current and part below.

## What must match at a junction

At 800 K the hot material has $m=1.147$ and $s=0.92$ V⁻¹; the cold one has $m=1.518$ and $s=2.94$ V⁻¹. Suppose the cold side runs at its optimum. Then $\Phi=0.176+1/2.942=0.516$ V. Continuity of $\Phi$ gives $u=1/(0.516-0.160)=2.81$ V⁻¹ on the hot side, above its zero-power value $(m+1)s=1.98$ V⁻¹. The hot side then has

$$\eta_r=\frac{800\,(200-101.2\times2.81)\times10^{-6}}{0.516}=-0.13 .$$

Both sides can be at their optimum if their best values of $\Phi$ agree. At $u=s$,

$$\Phi_s=\alpha T+\frac1s=\alpha T\,\frac{m}{m-1}=\frac ms ,$$

so the condition is $s_1/s_2=m_1/m_2$. Equal compatibility factors meet it exactly when $m_1=m_2$. If the condition fails, at least one side has $u\ne s$ at the junction. By continuity this persists over a finite temperature interval, and the integral in (6) is positive. A loss relative to the local ideal is then unavoidable. Whether the stack is also worse than one segment alone depends on the size of that loss.

## The general procedure and the full result

For any number of segments with prescribed junction temperatures:

1. Choose $\Phi_h$ and integrate (1) downward, accumulating $K$. Carry $\Phi$ unchanged across each junction, and require $\Phi>\alpha T$ in the new material.
2. Adjust $\Phi_h$ until $F=0$. Positive $F$ means that $\Phi_h$ must rise.
3. Obtain $\eta$ from (2) and the loss in each segment from (6).
4. Find the geometry from $dx=-\kappa u\,dT/J$. Each segment of length $L_i$ satisfies $JL_i=\int\kappa u\,dT$ over its temperature range.

The last step adjusts the lengths to hold the junction at 800 K. If the current of a finished leg is changed, the junction temperature moves as well.

With an adaptive Runge–Kutta integration and a bracketing root search, the optimum is $\Phi_h=0.9155$ V, $\Phi_{800}=0.8981$ V and $\Phi_c=0.8391$ V, hence $\eta=8.34\,\%$. The two hand steps were off by less than 0.1 percentage point. The ratio $u/s$ runs from 1.76 to 1.47 down the hot segment and from 0.47 to 0.37 down the cold one. One material is overdriven and the other starved.

The loss can be budgeted in units of $\ln\Phi$, which add along the leg:

| segment | ideal | loss | net |
|---|---|---|---|
| hot | 0.0269 | 0.0077 | 0.0192 |
| cold | 0.0959 | 0.0279 | 0.0679 |

By itself the cold segment would contribute $-\ln(1-0.0906)=0.0950$. In the stack it contributes 0.0679, a sacrifice of 0.0271. The hot segment brings in 0.0192, which does not cover it. This is why the stack falls below 9.06 %.

To separate compatibility from material quality, multiply the hot segment's $\alpha$ by $f$ and its $\rho$ by $f^2$. Then $z(T)$, $\kappa$, the temperatures and the ideal efficiency of 11.55 % stay fixed, while $s$ scales as $1/f$. The current is optimized afresh each time, and $s_{\rm hot}/s_{\rm cold}$ is taken at 800 K:

| $f$ | $s_{\rm hot}/s_{\rm cold}$ | $\eta$ |
|---|---|---|
| 1 | 0.31 | 8.34 % |
| 0.70 | 0.45 | 10.00 % |
| 0.414 | 0.76 | 11.40 % |
| 0.313 | 1.00 | 11.44 % |

At unchanged $zT$, compatibility alone is worth about three percentage points. The scaling is a bookkeeping device, not a doping recipe. At $f=0.313$ the resistivity at 800 K is 2.25 µΩ m, and the Wiedemann–Franz estimate of the electronic heat conduction, $L_0T/\rho\approx8.7$ W/m/K with $L_0=2.44\times10^{-8}$ V²/K², already exceeds the total $\kappa=4.4$ W/m/K held fixed; at $f=0.414$ the estimate is about 5.0 W/m/K. The last two rows therefore describe fictitious materials. The third row satisfies the junction condition, $0.76=1.147/1.518$, yet the equal-$s$ row is slightly better. There is no contradiction: the condition concerns one temperature, whereas (6) adds losses over the whole leg, and $u$ does not follow $s(T)$ along it. The condition only allows $u=s$ on both sides of the junction; at the best current of the third row, $u/s$ is 1.24 at the hot end, about 1.1 on both sides of the junction and 0.77 at the cold end.

## Beside a real leg

The cold segment has rough values typical of a p-type germanium-telluride-based alloy, and the hot one rough values typical of p-type silicon–germanium. Changing the hot segment's $\kappa$ by −10 % or +10 % moves the efficiency to 8.88 % or 7.87 %, still below the cold segment alone. For a 5 mm leg the lengths are 3.44 mm hot and 1.56 mm cold, with $J=54$ A/cm², a heat input of 50 W/cm² and an output of 4.1 W/cm². Real legs break the assumptions of ideal contacts and insulated sides. Three electrical contacts of an assumed 10 µΩ cm² each would take 2.1 % of the 76 mV load voltage, lowering the efficiency to about 8.2 % at the same current. An assumed thermal contact resistance of 0.1 cm² K/W would drop 5 K at the hot end. The largest correction is side radiation. A free-standing leg 3 mm square, with emissivity 0.3 and surroundings at 400 K, would radiate 14 % of its heat input if its temperature profile were unchanged. Charging all of it to the hot end, at the same output, would give $8.34/1.14=7.3\,\%$. That is too pessimistic, because part of the radiated heat would otherwise have left through the cold end. Solving the energy balance with this side loss, at the same segment lengths and with the current readjusted, gives about 7.6 %, and the junction cools to 788 K. Neighbouring legs at similar temperatures would reduce this exchange. These corrections were estimated for the stack alone, so they do not settle how its comparison with a single segment would shift in a device.
